# Contact pair density of the electron gas: screened-pair, ladder and high-density results

## Problem

Consider the unpolarised uniform electron gas in Hartree atomic units. Its density $n$ satisfies $4\pi r_s^3n/3=1$, its Fermi momentum is $k_F=1/(\alpha r_s)$ with $\alpha=(4/9\pi)^{1/3}=0.5211$, and its pair-correlation function $g(r)$ tends to 1 at large $r$.

(a) Surround one electron by a uniform positive sphere of radius $r_s$ and total charge 1. Find the potential energy $V(r)$ of a second electron. Solve for the pair at zero relative energy, taking the pair function constant inside the sphere where it multiplies $V$, and obtain a closed form for $g(0)$.

(b) What do the two approximations in (a), constant pair function and zero energy, do to the result?

(c) Derive Yasuhara's ladder formula: sum repeated scattering of a pair with both initial momenta set to zero and intermediate momenta above $k_F$, with the angular average of $1/|\mathbf q-\mathbf k|^2$ replaced by $1/\max(q,k)^2$.

(d) Find the coefficient $c$ in $g(0)=\tfrac12(1-c\,r_s+\dots)$ from first-order perturbation theory, without those approximations.

(e) Compare the results.

## Solution

### (a) The screened pair

Half of all pairs have opposite spins, so $g=\tfrac12(g_{\uparrow\uparrow}+g_{\uparrow\downarrow})$. The Pauli principle gives $g_{\uparrow\uparrow}(0)=0$, hence $g(0)=\tfrac12g_{\uparrow\downarrow}(0)$, which is $\tfrac12$ without interaction. The model sets $g_{\uparrow\downarrow}(0)=|\psi(0)|^2$, where $\psi$ is the relative wave function of one pair, normalised to a unit incident wave.

The positive sphere has the electrostatic potential $(3r_s^2-r^2)/(2r_s^3)$ inside. An electron gains this energy and is repelled by the central electron:
$$V(r)=\frac1r-\frac{3}{2r_s}+\frac{r^2}{2r_s^3}\quad(r<r_s),\qquad V=0\quad(r>r_s).$$
With $x=r/r_s$ and $v=r_sV$,
$$v(x)=\frac1x-\frac32+\frac{x^2}2=\frac{(1-x)^2(2+x)}{2x}\ge0 .$$

The reduced mass is $\tfrac12$, so $-\nabla^2\psi+V\psi=k^2\psi$, with $k$ the relative momentum. For the s wave, $u=r\psi$ obeys $u''=(V-k^2)u$ with $u(0)=0$ and $u'(0)=\psi(0)$.

At $k=0$, $u$ is a straight line outside the sphere, and $\psi\to1$ fixes its slope to 1. Integrating $u''=Vu$ from 0 to $r_s$ gives
$$\psi(0)=1-\int_0^{r_s}rV(r)\psi(r)\,dr. \tag{1}$$
Now replace $\psi(r)$ by $\psi(0)$ under the integral. Since
$$\int_0^{r_s}rV\,dr=r_s\int_0^1\Big(1-\frac{3x}2+\frac{x^3}2\Big)dx=r_s\Big(1-\frac34+\frac18\Big)=\frac{3r_s}8,$$
equation (1) becomes $\psi(0)=1-\tfrac38r_s\psi(0)$, and
$$\psi(0)=\frac1{1+3r_s/8},\qquad g(0)=\frac{32}{(8+3r_s)^2}. \tag{2}$$
This is Overhauser's formula. Its expansion begins $\tfrac12(1-\tfrac34r_s)$.

### (b) The two approximations

**Constant pair function.** Keep $k=0$ and let $w(x)$ solve $w''=r_sv\,w$ with $w(0)=0$, $w'(0)=1$. Scaling to unit outer slope gives $1/\psi(0)=w'(1)$. Expand $w=x+r_sw_1+r_s^2w_2+\dots$. Then $w_1''=xv$, and two integrations give
$$w_1=\frac{x^2}2-\frac{x^3}4+\frac{x^5}{40}.$$
The coefficient of $r_s^2$ in $w'(1)$ is
$$\int_0^1v\,w_1dx=\Big(\frac14-\frac1{12}+\frac1{200}\Big)-\Big(\frac14-\frac3{32}+\frac1{160}\Big)+\Big(\frac1{20}-\frac1{48}+\frac1{640}\Big)=\frac{383}{9600},$$
the brackets coming from the three terms of $v$. Therefore
$$\frac1{\psi(0)}=1+\frac38r_s+\frac{383}{9600}r_s^2+\dots$$
Because $v\ge0$, each $w_n$ is non-negative and each further coefficient is positive. Formula (2) thus lies above the true zero-energy result of the same potential: repulsion makes $\psi$ grow outwards, and the constant replacement underestimates the integral in (1).

**Zero energy.** The relative momenta reach $k_F$, and $k_Fr_s=1/\alpha=1.919$ at every density. High density therefore does not make $kr_s$ small. For $k\neq0$ only the s wave is nonzero at $r=0$, and outside the sphere $u=\sin(kr+\delta)/k$ up to a phase, so $u'^2+k^2u^2=1$ there. Inside,
$$\frac{d}{dr}(u'^2+k^2u^2)=2u'(u''+k^2u)=V\,(u^2)' .$$
Integration from 0 to $r_s$ gives $|\psi_k(0)|^2=1-\int_0^{r_s}V\,(u^2)'dr$. To first order in $V$ we may insert $u=\sin(kr)/k$, for which $(u^2)'=\sin(2kr)/k$. With $\kappa=kr_s$,
$$|\psi_k(0)|^2=1-2r_s\int_0^1v(x)\frac{\sin2\kappa x}{2\kappa}dx+\dots \tag{3}$$

To average over pairs, measure momenta in units of $k_F$. Two points chosen uniformly in the unit ball have separation $P=2k$. The density of $P$ is $4\pi P^2$ times the overlap volume of two unit balls at distance $P$, divided by $(4\pi/3)^2$. The overlap consists of two caps of height $1-k$, with volume $\tfrac{2\pi}3(1-k)^2(2+k)=\tfrac{4\pi}3(1-\tfrac32k+\tfrac12k^3)$. Since $dP=2\,dk$,
$$p(k)=24k^2\Big(1-\frac{3k}2+\frac{k^3}2\Big),\qquad 0<k<1. \tag{4}$$
Averaging (3) with (4) by Gauss–Legendre quadrature gives the slope $0.694$ in place of $0.750$.

### (c) The ladder formula

Two electrons with zero initial momenta scatter into $(\mathbf k,-\mathbf k)$, at a cost in kinetic energy of $2\cdot k^2/2=k^2$. States below $k_F$ are occupied, so
$$\psi(\mathbf r)=1+\int_{k>k_F}\frac{d^3k}{(2\pi)^3}\varphi_k\,e^{i\mathbf k\cdot\mathbf r}.$$
Let $I(k)$ be the Fourier component of the Coulomb interaction times $\psi$. The Schrödinger equation gives $k^2\varphi_k+I(k)=0$. Inserting $\varphi_k=-I/k^2$ into the definition of $I$,
$$I(q)=\frac{4\pi}{q^2}-\int_{k>k_F}\frac{d^3k}{(2\pi)^3}\frac{4\pi}{|\mathbf q-\mathbf k|^2}\frac{I(k)}{k^2}.$$
After the angular integration, $d^3k/(2\pi)^3$ becomes $k^2dk/(2\pi^2)$. Make the stated replacement and define
$$M(q)=1-\frac1{2\pi^2}\int_{k_F}^qI(k)\,dk .$$
Splitting the integral at $k=q$ yields
$$I(q)=\frac{4\pi}{q^2}M(q)-\frac2\pi\int_q^\infty\frac{I(k)}{k^2}dk .$$
Differentiate. The term $(4\pi/q^2)M'=-(2/\pi)I/q^2$ cancels the derivative of the last integral, leaving $I'=-8\pi M/q^3$. Since $M'=-I/(2\pi^2)$,
$$M''=\frac4\pi\frac M{q^3},\qquad M(k_F)=1,\qquad M(\infty)=\psi(0).$$

Put $\lambda=4/\pi$, $s=2\sqrt{\lambda/q}$ and $M=F(s)/s$. Because $ds/dq=-s^3/(8\lambda)$, the equation becomes
$$s^3\frac d{ds}\Big[s^3\Big(\frac Fs\Big)'\Big]=s^5F .$$
The bracket is $s^2F'-sF$, so $s^2F''+sF'-(1+s^2)F=0$, the modified Bessel equation of order 1. The solution $K_1(s)/s$ grows like $q$ at large $q$ and is excluded. The other one gives $M=2\psi(0)I_1(s)/s$, because $I_1(s)/s\to\tfrac12$ as $s\to0$. The condition at $k_F$ yields
$$g(0)=\frac12\left[\frac{z/2}{I_1(z)}\right]^2,\qquad z=2\sqrt{\frac4{\pi k_F}}=4\sqrt{\frac{\alpha r_s}\pi}. \tag{5}$$
From $I_1(z)=\tfrac z2(1+z^2/8+\dots)$ we get $g(0)=\tfrac12(1-z^2/4+\dots)$, so the slope is $4\alpha/\pi=0.663$.

### (d) The first-order coefficient

The interaction lifts an opposite-spin pair from $(\mathbf k_1,\mathbf k_2)$ to $(\mathbf k_1+\mathbf q,\mathbf k_2-\mathbf q)$ with amplitude $-(4\pi/q^2)/(\Omega\,\Delta E)$, where $\Omega$ is the volume and
$$\Delta E=\tfrac12|\mathbf k_1+\mathbf q|^2+\tfrac12|\mathbf k_2-\mathbf q|^2-\tfrac12k_1^2-\tfrac12k_2^2=q^2+\mathbf q\cdot(\mathbf k_1-\mathbf k_2).$$
Single excitations are absent by momentum conservation. Same-spin double excitations do not contribute, since $n_\uparrow(\mathbf r)n_\downarrow(\mathbf r)$ moves at most one electron of each spin. Its matrix element between the unperturbed state and the excited pair is $1/\Omega^2$. With the factor 2 from the two cross terms, and $n_\uparrow=k_F^3/(6\pi^2)$,
$$g_{\uparrow\downarrow}(0)=1-\frac2{n_\uparrow^2}\int\frac{d^3k_1d^3k_2d^3q}{(2\pi)^9}\frac{4\pi}{q^2\Delta E}.$$
Initial states lie inside and final states outside the Fermi sphere. In units of $k_F$ the prefactor is $2\cdot36\pi^4\cdot4\pi/(2\pi)^9=9/(16\pi^4)$, and the powers of $k_F$ combine to $k_F^{-6+9-4}=k_F^{-1}=\alpha r_s$. Thus
$$c=\frac{9\alpha}{16\pi^4}J,\qquad J=\int\frac{d^3x_1d^3x_2d^3q}{q^2D},\quad D=q^2+\mathbf q\cdot(\mathbf x_1-\mathbf x_2), \tag{6}$$
with $|\mathbf x_1|,|\mathbf x_2|<1$ and $|\mathbf x_1+\mathbf q|,|\mathbf x_2-\mathbf q|>1$. The integral converges at small $q$: each electron must start in a surface shell of thickness of order $q$. Terms of higher order in the interaction are not derived here and are assumed not to change the coefficient of $r_s$. They do not form a power series: the ring terms diverge at small $q$ order by order, and their sum gives a correction of order $r_s^2\ln r_s$, which vanishes faster than $r_s$.

**Removing the blocking.** Let $n_3,n_4$ be 1 if $\mathbf x_1+\mathbf q$, $\mathbf x_2-\mathbf q$ lie inside the unit ball, and 0 otherwise. The blocking factor is $(1-n_3)(1-n_4)=1-n_3-n_4+n_3n_4$. To split it, replace $1/D$ by $D/(D^2+\eta^2)$ and let $\eta\to0$ at the end, which gives principal values. Interchanging initial and final states and reversing $\mathbf q$ turns $D$ into $-D$, so the $n_3n_4$ term vanishes. Interchanging the two electrons and reversing $\mathbf q$ leaves $D$ unchanged, so the $n_3$ and $n_4$ terms are equal.

**Unblocked term.** With $\mathbf P=\mathbf x_1-\mathbf x_2$ and $\mu$ the cosine of the angle between $\mathbf q$ and $\mathbf P$,
$$\int\frac{d^3q}{q^2D}=2\pi\int_0^\infty\frac{dq}q\int_{-1}^1\frac{d\mu}{q+P\mu}=\frac{2\pi}P\int_0^\infty\frac{dt}t\ln\left|\frac{1+t}{1-t}\right|=\frac{\pi^3}P .$$
The $t$ integral is $\pi^2/2$: on $(0,1)$ the series of the logarithm gives $2\sum_{n\ge0}(2n+1)^{-2}=\pi^2/4$, and $t\to1/t$ maps the rest onto the same value. From (4), the mean of $1/P=1/(2k)$ is $12(\tfrac12-\tfrac12+\tfrac1{10})=\tfrac65$. Hence
$$J_0=\Big(\frac{4\pi}3\Big)^2\pi^3\,\frac65=16\pi^3\,\frac{2\pi^2}{15}.$$

**Single blocking.** Let $\mathbf x_3=\mathbf x_1+\mathbf q$ lie in the ball. Then $D=\mathbf q\cdot(\mathbf x_3-\mathbf x_2)$. Put $s=\mathbf x_3\cdot\hat{\mathbf q}$ and slice the $\mathbf x_2$ ball into discs of area $\pi(1-z^2)$:
$$\int\frac{d^3x_2}D=\frac\pi qL(s),\qquad L(s)=\mathrm{P}\!\int_{-1}^1\frac{1-z^2}{s-z}dz .$$
Writing $1-z^2=(1-s^2)+(s-z)(s+z)$ gives
$$L=2s+(1-s^2)\Lambda,\qquad\Lambda=\ln\frac{1+s}{1-s}.$$
The condition $|\mathbf x_3-\mathbf q|<1$ limits $q$ to $Q=s+\sqrt{s^2+1-r^2}$, with $r=|\mathbf x_3|$. The $q$ integral is $\int^Qdq/q$. Its lower end cancels between $\hat{\mathbf q}$ and $-\hat{\mathbf q}$ because the $\mathbf x_2$ integral is odd in $\hat{\mathbf q}$, also at finite $\eta$. What remains is $\ln Q$.

The integrals over $\mathbf x_3$ and the direction of $\mathbf q$ give $8\pi^2\int r\,dr\,ds$ with $|s|<r<1$. Substitute $w^2=s^2+1-r^2$, so that $r\,dr=-w\,dw$ and $w$ also runs between $|s|$ and 1. With the factor $-2$ for the two equal terms, and folding $s<0$ onto $s>0$,
$$J_1=-16\pi^3\int_0^1L(s)H(s)\,ds,\qquad H(s)=\int_s^1w\ln\frac{w+s}{w-s}dw .$$
An antiderivative of the last integrand is $\tfrac12(w^2-s^2)\ln\frac{w+s}{w-s}+sw$, as differentiation shows. Thus $H=\tfrac12(1-s^2)\Lambda+s-s^2=\tfrac12L-s^2$.

**The remaining integrals.** All run from 0 to 1, and $\Lambda'=2/(1-s^2)$. By parts,
$$\int s(1-s^2)\Lambda\,ds=\int\frac{(1-s^2)^2}4\frac{2\,ds}{1-s^2}=\frac13 ,$$
$$\int s^2(1-s^2)\Lambda\,ds=\frac2{15}\int\frac{2-5s^3+3s^5}{1-s^2}ds .$$
The numerator is $2(1-s^3)-3s^3(1-s^2)$, and $(1-s^3)/(1-s^2)=s+1/(1+s)$. The second result is therefore $\tfrac2{15}(1+2\ln2-\tfrac34)=\tfrac1{30}+\tfrac4{15}\ln2$.

For $\int(1-s^2)^2\Lambda^2ds$ put $s=\tanh y$, so $\Lambda=2y$ and the integral is $4A_6$, with $A_n=\int_0^\infty y^2\,\mathrm{sech}^ny\,dy$. Expanding $\mathrm{sech}^2y=4\sum_{m\ge1}(-1)^{m+1}m\,e^{-2my}$ gives $A_2=\sum(-1)^{m+1}/m^2=\pi^2/12$. Multiply $(\mathrm{sech}^n)''=n^2\mathrm{sech}^n-n(n+1)\mathrm{sech}^{n+2}$ by $y^2$ and integrate by parts twice:
$$n(n+1)A_{n+2}=n^2A_n-2\int_0^\infty\mathrm{sech}^ny\,dy .$$
The last integral is 1 for $n=2$ and $\tfrac23$ for $n=4$. So $A_4=\pi^2/18-\tfrac13$ and $A_6=2\pi^2/45-\tfrac13$. Collecting terms,
$$\int L^2ds=\frac43+\frac43+\frac{8\pi^2}{45}-\frac43=\frac43+\frac{8\pi^2}{45},$$
$$\int s^2L\,ds=\frac12+\frac1{30}+\frac{4\ln2}{15}=\frac8{15}+\frac{4\ln2}{15}.$$

**Result.** Hence $J_1=-16\pi^3\big(\tfrac2{15}+\tfrac{4\pi^2}{45}-\tfrac{4\ln2}{15}\big)$, and
$$J=J_0+J_1=\frac{32\pi^3}{45}(\pi^2+6\ln2-3).$$
Numerically $J=652.842-409.676=243.166$. Equation (6) gives
$$c=\frac{2\alpha}{5\pi}(\pi^2+6\ln2-3)=0.7317,\qquad g(0)=\tfrac12(1-0.7317\,r_s+\dots). \tag{7}$$

### (e) Comparison

**Slopes.** Relative to (7), Overhauser's $0.750$ is 2.5 % too large and Yasuhara's $0.663$ is 9.3 % too small. The closeness of the former is partly a cancellation: restoring the pair momenta in the same potential gives $0.694$, which is about 5 % too small.

Yasuhara's first-order error comes from the neglected initial momenta alone. Setting $\mathbf x_1=\mathbf x_2=0$ in the integrand and limits of (6) leaves $J=(4\pi/3)^2\int_1^\infty4\pi\,dq/q^2$, which gives $c=4\alpha/\pi$. The replaced kernel first enters at second order.

**Example, $r_s=2$ bohr.** Formula (2) has $3r_s/8=0.75$, so $\psi(0)=1/1.75=0.571$ and $g(0)=\tfrac12(0.571)^2=0.163$. Solving the zero-energy equation by a power series in $x$ gives $\psi(0)=0.519$ and $g(0)=0.135$. There $\psi(r_s)/\psi(0)=1.66$, so the pair function is far from constant. For (5), $z=2.304$ and $I_1(z)=2.105$, hence $g(0)=\tfrac12(1.152/2.105)^2=0.150$.

The table gives $g(0)$ from (2), from the zero-energy solution (Z), from its average over (4) at finite $k$ (A), from (5), and from the ladder equation with its true angular average (T),
$$\frac1{2qk}\ln\frac{q+k}{|q-k|}.$$
Column A uses the same power series with $k^2$ included. Column T uses Gauss–Legendre quadrature with the logarithmic singularity integrated analytically.

| $r_s$ | (2) | Z | A | (5) | T |
|---|---|---|---|---|---|
| 0.1 | 0.465 | 0.464 | 0.467 | 0.468 | 0.468 |
| 1 | 0.264 | 0.249 | 0.260 | 0.266 | 0.276 |
| 2 | 0.163 | 0.135 | 0.144 | 0.150 | 0.170 |
| 5 | 0.060 | 0.029 | 0.032 | 0.033 | 0.058 |

The closed forms (2) and (5) cross at $r_s=1.11$, where $g(0)=0.249$. At $r_s=5$ each depends strongly on its mathematical simplification: (2) is about twice the zero-energy solution of its own potential, and (5) is little more than half the ladder value with the true kernel. Agreement between columns there does not establish accuracy. All five omit parts of the many-electron problem, and none is an exact value at finite $r_s$.

The linear law (7) gives $0.463$ at $r_s=0.1$ but only $0.134$ at $r_s=1$, and it becomes negative beyond $r_s=1.37$. Since $g(0)$ cannot be negative, (7) serves as a constraint at small $r_s$, while (2) and (5) stay positive at every density.

Numbers in the example were calculated in double precision.
